# Why Diffuse Gaussians Make Crystal Overlap Matrices Nearly Singular and Produce Ghosts, part 2

In a crystal, a diffuse Gaussian can make the overlap matrix \(S(\mathbf k)\) nearly singular. An error \(\delta H\) in the Hamiltonian matrix \(H\) may then produce a ghost, a spurious level below the potential minimum \(V_{\min}\). Which integration errors do this? Hartree atomic units are used.

The model is one electron in \(V=-V_0\sum_{\mathbf L}e^{-\beta|\mathbf r-\mathbf L|^2}\), with \(V_0=2\) hartree, \(\beta=0.5\) bohr\(^{-2}\) and \(V_{\min}=-2.000\) hartree, on a simple cubic lattice, \(a=8\) bohr, \(\mathbf R=a(n_x,n_y,n_z)\). Each site carries normalized s Gaussians \(g_\mu\) with exponents \(\alpha_\mu\) of 0.02, 0.08, 0.32 and 1.28 bohr\(^{-2}\). Their Bloch sums are \(\phi_\mu\), and \(\psi=\sum c_\mu\phi_\mu\). \(T\) is the kinetic matrix. Lattice sums over \(\mathbf R\) with phase \(e^{i\mathbf k\cdot\mathbf R}\) build \(S\) from \(s_{\mu\nu}(\mathbf R)\) and \(H\) from \(h_{\mu\nu}(\mathbf R)\), the integrals for Gaussians \(\mathbf R\) apart. Their product has exponent \(p=\alpha_\mu+\alpha_\nu\) and centre \(\mathbf P=\alpha_\nu\mathbf R/p\).

At the zone corner R, \(\mathbf k=(\pi/a)(1,1,1)\), \(S=U\,\mathrm{diag}(\sigma_j)U^\dagger\) has \(\sigma_1=\sigma=1.1499\times10^{-7}\), with unit eigenvector \(u\), and \(\sigma_2=0.0657\). Here \(u^\dagger Hu=2.1600\times10^{-7}\) hartree and \(\varepsilon_u=u^\dagger Hu/\sigma=1.878\) hartree. The exact matrices give a lowest level of \(-0.386704\) hartree; a cosine basis gives the upper bound \(-0.388845\).

Weyl's inequality gives \(|\Delta E_j|\le\|\delta H\|/\sigma\). With \(X=U\,\mathrm{diag}(\sigma_j^{-1/2})\), the matrix \(X^\dagger(H+\delta H)X\) has corner
\[ \rho=\varepsilon_u+\frac{u^\dagger\delta Hu}{\sigma}, \]
coupling column \(f\) and remaining block \(B\) of lowest eigenvalue \(b\). If \(\rho<b\), the lowest level \(E_0\) obeys the bracket
\[ 0\le\rho-E_0\le\frac{|f|^2}{b-\rho}. \]
Let \(m=4.29\times10^{-7}\) hartree and \(w\) be the lowest eigenpair of \(H-V_{\min}S\), and \(m_2=0.219\) hartree the next eigenvalue. A ghost appears when \(w^\dagger\delta Hw<-m\), up to a second-order term \(O(\|\delta H\|^2/m_2)\).

The numerical output also covers chains of \(N\) Gaussians with \(t=\alpha a^2/2\) and power law \(\lambda_{\min}\approx\frac{(2t)^{N-1}(N-1)!}{\binom{2N-2}{N-1}}\), amplitudes \(a_\mu,b_\mu\) on the two shortest stars of \(\mathbf k+\mathbf G\), with \(\lambda_{\min}\approx\frac{(a_1b_2-a_2b_1)^2}{a_1^2+a_2^2+b_1^2+b_2^2}\), and random noise of off-diagonal deviation \(\eta\), with predicted ghost probability \(\Phi(-m/\sqrt2\eta)\), \(\Phi\) being the normal distribution function.

### Which integration errors are amplified

Not every quadrature error behaves as noise. Suppose all pairs share one grid with positive weights \(\omega_i\) and the same Bloch values, \(V^{\rm grid}_{\mu\nu}=\sum_i\omega_i\phi_\mu^*(\mathbf r_i)V(\mathbf r_i)\phi_\nu(\mathbf r_i)\). Then \(c^\dagger V^{\rm grid}c=\sum_i\omega_i|\psi(\mathbf r_i)|^2V(\mathbf r_i)\ge V_{\min}c^\dagger S^{\rm grid}c\). With \(V_{\min}<0\), exact \(T\) and \(S\), and \(\kappa=\max_c c^\dagger S^{\rm grid}c/c^\dagger Sc\),
\[ E_0\ge\kappa V_{\min}. \]
The ratio \(\kappa\) is a property of the functions \(\psi\) in the span and is unchanged by a change of basis, so the conditioning of \(S\) does not enter. This fails if the Bloch values are themselves wrong: an error of grid norm \(\tau\) in \(\sum u_\mu\phi_\mu\), whose norm is about \(\sqrt\sigma\), allows the ratio along \(u\) to reach about \((1+\tau/\sqrt\sigma)^2\).

On a coarse grid, \(h=0.8\) bohr, \(\|\delta H\|=6.05\times10^{-2}\) hartree, the Weyl bound is \(5.3\times10^5\) hartree and \(\kappa=1.055\). The largest shift, 0.186 hartree, is that of the highest level; the other three move by less than \(4\times10^{-3}\) hartree. The lowest level, \(-0.389150\) hartree, lies \(2.4\times10^{-3}\) hartree below the value from exact matrices in the same basis and slightly below the cosine-basis bound. A quadrature Hamiltonian carries no variational guarantee, but on this grid no ghost forms. The protection lasts only while \(\kappa\) is near one: with a grid point on the atom, \(h=1.33\) bohr gives \(\kappa=2.92\) and a level at \(-2.05\) hartree, and \(h=2\) bohr gives \(\kappa=9.15\) and \(-14.6\) hartree. These values stay the same when the exponent 0.02 is replaced by 0.015, which lowers \(\sigma\) to \(3.8\times10^{-9}\), so they do not come from the near-singular overlap.

Pairwise screening breaks the Gram form. On a fine grid, \(h=0.25\) bohr, each product \(Ke^{-p|\mathbf r-\mathbf P|^2}\) is now integrated over a cube of half-width \(\sqrt{\ln(K/\epsilon)/p}\) about \(\mathbf P\) and skipped if its peak \(K\) is below \(\epsilon\). Each pair is cut differently, so no single function \(\psi\) stands behind \(c^\dagger Vc\). Every omitted piece is negative, so \(\delta h_{\mu\nu}(\mathbf R)\ge0\), but the phase \((-1)^{n_x+n_y+n_z}\) leaves the sign of the sum open.

| \(\epsilon\) (bohr\(^{-3}\)) | \(u^\dagger\delta Hu\) (hartree) | \(\rho\) (hartree) | lowest level (hartree) |
|---|---|---|---|
| \(10^{-6}\) | \(-4.81\times10^{-4}\) | \(-4183.9\) | \(-4183.9\) |
| \(10^{-7}\) | \(+2.61\times10^{-4}\) | \(+2275\) | \(-0.385602\) |
| \(10^{-8}\) | \(-6.13\times10^{-6}\) | \(-51.43\) | \(-51.44\) |
| \(10^{-9}\) | \(+2.75\times10^{-6}\) | \(+25.8\) | \(-0.385685\) |
| \(10^{-11}\) | \(-1.42\times10^{-8}\) | \(+1.755\) | \(-0.386775\) |

For \(\epsilon=10^{-8}\), \(\rho=(2.1600\times10^{-7}-6.130\times10^{-6})/(1.1499\times10^{-7})=-51.43\) hartree, and the level lies just below, as the bracket requires. Here \(\|\delta H\|=6.9\times10^{-6}\) hartree, so most of the error lies along \(u\) and the bound of 60 hartree is nearly reached, by an error four orders of magnitude smaller than the Gram error that produced no ghost. In a scan of 57 thresholds from \(10^{-5}\) to \(10^{-12}\), 23 gave a level below \(V_{\min}\). The smallest such threshold, \(1.78\times10^{-9}\), has \(w^\dagger\delta Hw=-1.33\times10^{-6}<-m\) and a level at \(-9.74\) hartree (\(-265\) eV). The deepest ghost, \(-4.21\times10^4\) hartree, occurs at \(\epsilon=7.5\times10^{-6}\) and not at the loosest threshold: the error is not monotonic in \(\epsilon\). The sizes also depend on where the cube edges fall on the grid. With \(h=0.2\), \(h=0.125\) and exact integration over the cubes the signs in the table are unchanged, but the level at \(\epsilon=10^{-8}\) becomes \(-40\), \(-42\) and \(-24\) hartree and the number of ghosts 20, 21 and 21; the digits quoted belong to \(h=0.25\) only. The Weyl bound was tested at every point of the scan, the bracket where \(\rho<b\), and the sign criterion where the second-order term cannot decide.

A positive error sends the level upward and decouples \(u\): as \(\rho\to+\infty\) the other levels tend to those of \(B\), which is why the lowest level at \(\epsilon=10^{-7}\) has risen by about a millihartree. Below threshold the amplification persists in a weak form. At \(\epsilon=10^{-11}\) the lowest level moves by \(-7\times10^{-5}\) hartree although \(\|\delta H\|=1.5\times10^{-8}\) hartree. In second order the normalized \(u\) direction lowers the level by \(|f_1|^2/\Delta\) and has weight \(|f_1|^2/\Delta^2\), with \(f_1\) the component of \(f\) along the lowest eigenvector of \(B\) and \(\Delta\approx1.878+0.387=2.265\) hartree. The lowering is \(1.10\times10^{-3}\) hartree (found below), so the weight is about \(4.9\times10^{-4}\), and multiplying by \(u^\dagger\delta Hu/\sigma=-0.123\) hartree gives \(-6\times10^{-5}\) hartree, a leading-order estimate of the right size.

### Errors in the overlap

First-order perturbation theory gives \(\sigma'\approx\sigma+u^\dagger\delta Su\), with a correction of order \(\|\delta S\|^2/\sigma_2\). Dropping all \(s_{\mu\nu}(\mathbf R)\) below \(7.5\times10^{-8}\) gives \(-2.770\times10^{-6}\) both from this formula and by diagonalization, and the Cholesky factorization fails. With exact \(H\), the corner of the transformed metric is \(\sigma'/\sigma\), and the first row reads \(\varepsilon_u-E\sigma'/\sigma=(f-Eg)^\dagger(B-E)^{-1}(f-Eg)\), with \(g_j=u_j^\dagger\delta Su/\sqrt{\sigma\sigma_j}\). For \(\|\delta S\|\sim\sigma\ll\sigma_2\), \(|g|\) is of order \(\sqrt{\sigma/\sigma_2}\) and the change of metric inside the block \(B\), of order \(\sigma/\sigma_2\), is neglected. For large \(|E|\) the right side has terms of order \(|f|^2/|E|\) and \(|f||g|\), small beside \(\varepsilon_u\), and the term \(-E|g|^2\), which only supplies the second-order correction \(-\sigma|g|^2\) to \(\sigma'\). Hence \(E\approx u^\dagger Hu/\sigma'\). This is a pole: for \(u^\dagger Hu>0\) the level goes to \(+\infty\) as \(\sigma'\to0^+\) and returns from \(-\infty\). A truncation error rescaled by hand to make \(\sigma'=-1.1499\times10^{-9}\) gives \(2.1600\times10^{-7}/(-1.1499\times10^{-9})=-187.8\) hartree, against \(-187.5\) from the generalized eigenproblem. The derivation does not cover \(|\sigma'|\gg\sigma\), where the predicted \(|E|\) is not large; the unscaled truncation at \(7.5\times10^{-8}\) gives a spurious level at \(-0.067\) hartree. A deep level needs \(\sigma'\) negative and small beside \(\sigma\), a narrow window: of 161 unscaled truncation thresholds from \(10^{-4}\) to \(10^{-12}\), 40 made \(S\) indefinite and 2 gave a level below \(V_{\min}\), at \(-2.40\) hartree.

### The cure and its price

Canonical orthogonalization keeps the columns of \(X\) with \(\sigma_j\) above a threshold. With threshold \(10^{-5}\), \(u\) is dropped at R and the Weyl bound becomes \(\|\delta H\|/\sigma_2\). The clean level rises to \(-0.385600\) hartree, the lowest eigenvalue of \(B\), at a cost of \(1.10\times10^{-3}\) hartree, about half of the \(2.1\times10^{-3}\) hartree by which the full Gaussian basis already lies above the cosine-basis value. With the error that produced the deepest ghost, \(\|\delta H\|=5.356\times10^{-3}\) hartree, the bound is \(5.356\times10^{-3}/0.0657=8.15\times10^{-2}\) hartree and the actual shift \(1.2\times10^{-4}\) hartree. Retaining only \(\sigma_j\ge\|\delta H\|/\Delta E\) is sufficient to keep the integration error of every level within \(\Delta E\); the cost of the dropped directions comes on top. For a low level with little weight on the nearly null direction the condition is stricter than necessary, as the small shift at \(\epsilon=10^{-11}\) showed. Because \(\sigma(\mathrm M)=3.0\times10^{-4}\) lies above the threshold \(10^{-5}\), the number of retained functions changes between M and R, and a band coupled to the dropped direction has a step where \(\sigma(\mathbf k)\) crosses \(10^{-5}\); for the lowest band on the line M–R the crossing is at \(k_z=0.96\,\pi/a\) and the step is \(4.8\times10^{-5}\) hartree. Every eighth threshold of the scan and most of the remaining values appear in the numerical output below.

## Numbers as computed

```
a = 8.0 bohr, V0 = 2.0 Ha, beta = 0.5 bohr^-2, vmin = -2.000000 Ha
exponents (bohr^-2) = [0.02, 0.08, 0.32, 1.28], |k_R|^2 = 0.46264 bohr^-2
alpha(bohr^-2)  dimer lmin  S(Gamma)  S(R) direct  S(R) leading star
  0.08  0.9227  1.5395  6.04341e-01  6.03530e-01
  0.04  0.7220  3.8555  9.47300e-02  9.47299e-02
  0.02  0.4727  10.8757  8.25125e-04  8.25125e-04
  0.01  0.2739  30.7610  2.21330e-08  2.21330e-08
pair 0.02,0.08 at R: a1,a2,b1,b2 = 2.8725e-02 7.7687e-01 9.9874e-09 2.8482e-02
   lmin direct 1.1065e-06, two-star 1.1060e-06, free atom 0.2845
pair 0.01,0.02 at Gamma: a1,a2,b1,b2 = 5.5463e+00 3.2978e+00 2.7271e-06 3.6193e-03
   lmin direct 9.6689e-06, two-star 9.6688e-06, free atom 0.0845
chain N=2, t=1e-04: lmin 9.99950e-05, power law 1.00000e-04
chain N=3, t=1e-04: lmin 1.33324e-08, power law 1.33333e-08
chain N=4, t=1e-04: lmin 2.39978e-12, power law 2.40000e-12
chain N=5, t=1e-04: lmin 5.48509e-16, power law 5.48571e-16
lmin atom 8.8962e-02, dimer 7.7838e-02
lmin cubes L=2..6: 4.055e-02 1.115e-02 4.041e-03 1.903e-03 1.071e-03
sigma at Gamma,X,M: 3.758e-02 8.164e-03 3.015e-04
eigenvalues of S(R): 1.1499e-07 6.5721e-02 4.9897e-01 2.0403e+00
u = 9.9923e-01 -3.9088e-02 2.2344e-03 -3.9192e-04
clean levels (Ha): -0.386704 0.481289 1.254576 2.838815
plane-wave level -0.388845 Ha; clean lowest -10.5227 eV
u.H.u = 2.1600e-07 Ha, eps_u = 1.8784 Ha
m = 4.2917e-07 Ha, m2 = 2.1851e-01 Ha, |u.w| = 0.99999998
Gram h=0.8 bohr: |dH| 6.047e-02 Ha, |dH|/sigma 5.259e+05 Ha, kappa 1.0554
   lowest -0.389150 Ha, largest shift 1.856e-01 Ha
screened h=0.25 bohr: eps, |dH|, u.dH.u, rho, lowest, highest (Ha)
  1e-05 3.507e-03 -2.546e-03 -2.2141e+04 -2.214057e+04 +2.2178e+00
  1e-06 5.195e-04 -4.813e-04 -4.1839e+03 -4.183878e+03 +2.2100e+00
  1e-07 2.618e-04 +2.614e-04 +2.2753e+03 -3.856021e-01 +2.2753e+03
  1e-08 6.904e-06 -6.130e-06 -5.1433e+01 -5.144425e+01 +2.2212e+00
  1e-09 2.809e-06 +2.752e-06 +2.5814e+01 -3.856851e-01 +2.5840e+01
  1e-10 6.312e-08 +5.659e-08 +2.3705e+00 -3.864876e-01 +3.0719e+00
  1e-11 1.499e-08 -1.416e-08 +1.7552e+00 -3.867752e-01 +2.7923e+00
  1e-12 2.834e-09 -2.750e-09 +1.8545e+00 -3.867167e-01 +2.8294e+00
scan of 57 eps: 23 below vmin, 7 pushed above +50 Ha
smallest eps with ghost 1.778e-09: |dH| 1.344e-06 Ha, w.dH.w -1.330e-06 Ha
   rho -9.6864 Ha, lowest -9.7374 Ha = -264.97 eV
deepest ghost eps 7.499e-06: |dH| 5.356e-03 Ha, u.dH.u -4.8431e-03 Ha
   rho -4.21154e+04 Ha, lowest -4.21154e+04 Ha = -1.1460e+06 eV
u dropped (threshold 1e-5): clean -0.385600 Ha, cost 1.104e-03 Ha
   noisy -0.385480 Ha, shift 1.199e-04 Ha, bound 8.149e-02 Ha
eta = 0.5 m = 2.146e-07 Ha: ghost fraction 0.0815, predicted 0.0786
eta = 1.0 m = 4.292e-07 Ha: ghost fraction 0.2362, predicted 0.2398
eta = 10.0 m = 4.292e-06 Ha: ghost fraction 0.4885, predicted 0.4718
S terms below 7.499e-08 dropped: lmin -2.7701e-06, first order -2.7701e-06
dS scaled to sigma' = -1.1499e-09: lowest -187.499 Ha, pole law -187.837 Ha
```
